# The 15B separation of the triplet terms of a d² ion

If the repulsion between two parallel-spin d electrons is represented by a single number, as in a rule that merely counts exchange pairs, all ten orbital states of the triplet of a d² metal ion have the same energy. They do not: they form two terms, ³F and ³P, whose separation can exceed an electronvolt. A second error is to know that the separation is $15B$, but to read it from the spacing of the two ³T₁ levels of an octahedral metal complex. For the vanadium-like parameters used below, that would make the Racah parameter $B$ more than twice too large. Both errors are avoided by deriving the separation and seeing which assumptions it needs.

Consider a free ion with two electrons outside closed shells, both in the same d shell. The d orbitals share one radial function $R(r)$, the Coulomb repulsion is treated to first order within this one configuration, and spin-orbit coupling is left out. The closed shells and the one-electron energies then add the same constant to every d² state, so only the repulsion $1/r_{12}$ between the two d electrons matters. Hartree atomic units are used in the derivation.

Label the orbitals by $m=2,1,0,-1,-2$, and take both spins up, so that $M_S=1$. The Pauli principle requires different orbitals, which leaves ten determinants $|m,m'|$. The largest value of $M_L=m+m'$ is 3, reached by $|2,1|$ alone. This state belongs to a term with $L=3$, namely ³F, which has one state for each $M_L$ from 3 to $-3$. At $M_L=1$ there are two determinants, $|2,-1|$ and $|1,0|$. One combination belongs to ³F, and the other must start a term with $L=1$, namely ³P. These terms have $7+3=10$ orbital states, so no other triplet exists.

For a determinant $(\phi_m\phi_{m'}-\phi_{m'}\phi_m)/\sqrt2$ with equal spins, the two direct contributions to the mean repulsion add to $J$, and the two cross terms to $-K$:

$$
J=\left\langle \phi_m\phi_{m'}\right|r_{12}^{-1}\left|\phi_m\phi_{m'}\right\rangle,\qquad
K=\left\langle \phi_m\phi_{m'}\right|r_{12}^{-1}\left|\phi_{m'}\phi_m\right\rangle .
$$

Write $D(m,m')=J(m,m')-K(m,m')$. The first term energy is immediate:

$$
E(^3F)=D(2,1).
$$

The repulsion commutes with the total orbital angular momentum, so its eigenvalues in the two-dimensional space with $M_L=1$ are $E(^3F)$ and $E(^3P)$. The sum of the diagonal elements of a matrix equals the sum of its eigenvalues, hence

$$
E(^3P)=D(2,-1)+D(1,0)-D(2,1).
$$

The mixing of the two determinants need not be found.

To evaluate $J$ and $K$, expand the repulsion in multipoles,

$$
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q C_{kq}(1)\,C_{kq}^*(2),\qquad
C_{kq}=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq},
$$

where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. The radial part gives the Slater integrals

$$
F^k=\int_0^\infty\!\!\int_0^\infty R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 .
$$

Define $c^k(m,m')=\int Y_{2m}^*\,C_{k,m-m'}\,Y_{2m'}\,d\Omega$. In $J$ each electron keeps its orbital, so $q=0$. In $K$ the factor for electron 2 is the complex conjugate of that for electron 1. Therefore

$$
J=\sum_k c^k(m,m)\,c^k(m',m')\,F^k,\qquad K=\sum_k |c^k(m,m')|^2F^k .
$$

A product of two d functions is even under inversion and contains no angular momentum above 4, which leaves $k=0,2,4$. For $k=0$, orthonormality gives $F^0$ in $J$ and nothing in $K$.

Set $x=\cos\theta$ and $s=\sqrt{1-x^2}$. After the azimuthal integration, and up to signs that cancel in $J$ and $K$, the d functions normalized on $-1\le x\le1$ are

$$
T_2=\tfrac{\sqrt{15}}4s^2,\quad T_1=\tfrac{\sqrt{15}}2xs,\quad T_0=\sqrt{\tfrac58}\,(3x^2-1).
$$

For $|m|=2,1,0$ the means of $x^2$ over $T_{|m|}^2$ are $\frac17,\frac37,\frac{11}{21}$, and those of $x^4$ are $\frac1{21},\frac5{21},\frac37$. For example, for $|m|=2$,

$$
\langle x^2\rangle=\tfrac{15}{16}\int_{-1}^1(1-x^2)^2x^2dx=\tfrac{15}{16}\cdot\tfrac{16}{105}=\tfrac17 .
$$

Since $C_{k0}=P_k(x)$, with $P_2=(3x^2-1)/2$ and $P_4=(35x^4-30x^2+3)/8$, the diagonal coefficients in the same order are

$$
c^2(m,m)=-\tfrac27,\ \tfrac17,\ \tfrac27;\qquad
c^4(m,m)=\tfrac1{21},\ -\tfrac4{21},\ \tfrac6{21}.
$$

The denominators suggest $F_2=F^2/49$ and $F_4=F^4/441$. Multiplying the coefficients for each pair gives

$$
J(2,1)=J(2,-1)=F^0-2F_2-4F_4,\qquad J(1,0)=F^0+2F_2-24F_4 .
$$

Exchange needs the polar parts of three more functions, again up to sign:

$$
C_{21}:\sqrt{\tfrac32}\,xs,\qquad
C_{41}:\tfrac{\sqrt5}4s(7x^3-3x),\qquad
C_{43}:\tfrac{\sqrt{35}}4xs^3 .
$$

For the pair $(2,1)$, where $q=1$,

$$
|c^2|=\tfrac{15}8\sqrt{\tfrac32}\int_{-1}^1 s^4x^2dx=\tfrac{15}8\sqrt{\tfrac32}\cdot\tfrac{16}{105}=\tfrac{\sqrt6}7,
$$

$$
|c^4|=\tfrac{15\sqrt5}{32}\left|\int_{-1}^1 s^4(7x^4-3x^2)dx\right|=\tfrac{15\sqrt5}{32}\cdot\tfrac{32}{315}=\tfrac{\sqrt5}{21}.
$$

For $(2,-1)$, $q=3$, so the $k=2$ part vanishes and

$$
|c^4|=\tfrac{15\sqrt{35}}{32}\int_{-1}^1 s^6x^2dx=\tfrac{15\sqrt{35}}{32}\cdot\tfrac{32}{315}=\tfrac{\sqrt{35}}{21}.
$$

For $(1,0)$, where $q=1$,

$$
|c^2|=\tfrac{15}8\int_{-1}^1x^2s^2(3x^2-1)dx=\tfrac{15}8\cdot\tfrac8{105}=\tfrac17,
$$

$$
|c^4|=\tfrac{5\sqrt{30}}{32}\int_{-1}^1x^2s^2(3x^2-1)(7x^2-3)dx=\tfrac{5\sqrt{30}}{32}\cdot\tfrac{32}{105}=\tfrac{\sqrt{30}}{21}.
$$

Squaring these coefficients,

$$
K(2,1)=6F_2+5F_4,\quad K(2,-1)=35F_4,\quad K(1,0)=F_2+30F_4 .
$$

Subtracting exchange from the direct integrals gives

$$
\begin{aligned}
D(2,1)&=F^0-8F_2-9F_4,\\
D(2,-1)&=F^0-2F_2-39F_4,\\
D(1,0)&=F^0+F_2-54F_4 .
\end{aligned}
$$

The first line is $E(^3F)$. The trace relation gives $E(^3P)=F^0+7F_2-84F_4$, because $-2+1+8=7$ and $-39-54+9=-84$. The separation is

$$
E(^3P)-E(^3F)=15F_2-75F_4=15(F_2-5F_4).
$$

The Racah parameters are defined by $A=F^0-49F_4$, $B=F_2-5F_4$ and $C=35F_4$. Substituting $F^0=A+49F_4$ and $F_2=B+5F_4$ turns the two energies into

$$
E(^3F)=A-8B,\qquad E(^3P)=A+7B,
$$

$$
\boxed{E(^3P)-E(^3F)=15B.}
$$

Neither triplet energy contains $C$.

The order of the terms follows from the sign of $B$. At every pair of radii, $r_<^4/r_>^5=(r_</r_>)^2\,r_<^2/r_>^3\le r_<^2/r_>^3$, so $F^4\le F^2$. Then

$$
B=\frac{9F^2-5F^4}{441}\ge\frac{4F^2}{441}>0 .
$$

Within these assumptions ³F is therefore the lower triplet, whatever the shape of the common radial function.

The same substitution gives $D(2,-1)=A-2B$ and $D(1,0)=A+B$. Neither is a term energy. If $w$ is the weight of ³P in a determinant, its energy is $A-8B+15Bw$, so $w=2/5$ for $|2,-1|$ and $w=3/5$ for $|1,0|$. A calculation that represents ³P by one of these determinants mixes the two terms and underestimates the separation.

The multipole expansion also shows what distinguishes the terms in space. Let $\omega$ be the angle between the electrons as seen from the nucleus. The addition theorem makes the sum over $q$ equal to $P_k(\cos\omega)$, so the coefficient of $F^k$ in a term energy is the mean of $P_k(\cos\omega)$. Thus $\langle P_2\rangle=-8/49$ in ³F and $+7/49$ in ³P. Since $\cos^2\omega=(1+2P_2)/3$, the mean of $\cos^2\omega$ is 0.22 in ³F and 0.43 in ³P, against $1/3$ for independent, isotropic directions. In this mean-square sense the electrons of ³F lie nearer to a right angle. The $k=4$ part acts the other way, since its coefficient is $-9/441$ in ³F and $-84/441$ in ³P, and it lowers ³P more. The separation is what remains after this partial cancellation.

For a numerical case take the round values $B=0.10$ eV and $C=0.40$ eV, roughly in the regime of a free trivalent vanadium ion, which has the configuration 3d². Then $F_4=0.40/35=0.0114$ eV and $F_2=0.10+5(0.0114)=0.157$ eV, or $F^2=7.70$ eV and $F^4=5.04$ eV. Measured from $A$, the energies are

$$
E(^3F)=-8(0.10)=-0.80\ \text{eV},\qquad E(^3P)=7(0.10)=0.70\ \text{eV}.
$$

The separation is 1.50 eV, equivalent to a photon wavelength of 827 nm. The $F_2$ part contributes 2.36 eV and the $F_4$ part removes 0.86 eV. Diagonalizing the repulsion among all 45 states of d² gives the same triplet energies and places the singlet ¹D at 0.50 eV. In this model ³P is therefore the next triplet above the ground term, but not the next term.

A separate test avoids the multipole expansion. For a Gaussian d shell with exponent 1 bohr$^{-2}$, the repulsion integrals between the real d orbitals were computed directly and the triplet matrix was diagonalized. Its gap is 0.0805985 hartree. Radial quadrature for the same shell gives $B=0.0053732$ hartree and $15B=0.0805985$ hartree.

In a metal complex the ligands remove the spherical symmetry. The simplest model is an octahedral field acting on pure d orbitals, with unchanged repulsion parameters. It puts the three t₂ orbitals at $-4Dq$ and the two e orbitals at $+6Dq$, so the mean orbital energy is zero. Count the triplets by symmetry. The antisymmetric product of two t₂ functions behaves as a cross product and gives T₁; that of the two e functions gives A₂; and the product of t₂ with e gives T₁ + T₂. For the free-ion terms, the characters of $L=3$ under the rotations $E,C_3,C_4^2,C_4,C_2'$ are $7,1,-1,-1,-1$, which is the sum of those of A₂, T₁ and T₂. The term ³P gives T₁.

Because ³T₂ and ³A₂ each occur once, each lies wholly in ³F and wholly in one orbital configuration. Their energies are the sum of a repulsion and a field part:

$$
E(T_2)=E(^3F)+2Dq,\qquad E(A_2)=E(^3F)+12Dq .
$$

The two T₁ levels mix. In the configuration basis their field energies are $-8Dq$ for t₂² and $+2Dq$ for t₂e, so the trace of the T₁ block gives

$$
E(T_1^{\rm low})+E(T_1^{\rm high})=E(^3F)+E(^3P)-6Dq .
$$

Adding $E(A_2)$ and subtracting $3E(T_2)$ cancels $Dq$, since $-6+12-6=0$, and leaves $E(^3P)-E(^3F)$:

$$
E(T_1^{\rm low})+E(T_1^{\rm high})+E(A_2)-3E(T_2)=15B .
$$

The coefficients sum to zero, so the energies may be measured from the ground level. An error in $E(T_2)$ enters three times over. The rule also needs $E(A_2)$. This level is pure e², while the ground level is mostly t₂², so reaching it is nearly a two-electron excitation. The transition is weak and, for the parameters below, lies 4.2 eV above the ground level, so the rule is easier to apply to computed levels than to a measured spectrum. In a real complex the rule gives 15 times a reduced $B$ if covalency scales all the d-electron repulsion integrals by the same factor; if t₂ and e orbitals are affected differently, the result is no longer a pure measure of $B$.

The spacing of the two T₁ levels follows from the same facts. The field cannot split ³P, because $x$, $y$ and $z$ are equivalent. Nor can it shift ³P: the shift is the same for every orientation of the field, and the average of the field over all orientations is a multiple of the identity with zero trace, hence zero. In the basis ³F, ³P the field block therefore has diagonal elements $-6Dq$ and 0. Its determinant is $(-8Dq)(2Dq)=-16(Dq)^2$, so the off-diagonal element has magnitude $4Dq$. With the repulsion added,

$$
E(T_1^{\rm high})-E(T_1^{\rm low})=\sqrt{(15B+6Dq)^2+64(Dq)^2}.
$$

This tends to $15B$ as $Dq\to0$ and to $10Dq+9B$ when $Dq\gg B$.

Vanadium(III) complexes with six oxygen donors have $10Dq$ of roughly 2 eV. With 2.2 eV and $B$ held at 0.10 eV, the spacing is $\sqrt{2.82^2+1.76^2}=3.32$ eV. Dividing it by 15 would give 0.22 eV for $B$. The trace rule gives $-2.37+0.95+1.84-3(-0.36)=1.50$ eV, as it should. The ground level contains 7.6% of ³P. Of the effects estimated here, the loss of spherical symmetry thus changes the spacing most. Real complexes can also depart from octahedral symmetry, which splits the T levels further and is not included here.

The other effects estimated here are smaller for these parameters. Ligand covalency reduces $B$; an assumed factor of 0.7 lowers $15B$ to 1.05 eV. Part of the mixing with other configurations is often represented by an empirical energy $\alpha L(L+1)$, which changes the separation by $2\alpha-12\alpha=-10\alpha$; a rough $\alpha=0.004$ eV gives 1.46 eV. Most of that mixing is not in this term but is absorbed in $B$ itself when $B$ is fitted to observed levels. A value near 0.10 eV is such an effective parameter: mean-field 3d orbitals of V³⁺ give $B\approx0.14$ eV and a separation near 2.0 eV, which a second-order correlation treatment lowers by about 0.3 eV. Spin-orbit coupling with a rough constant of 0.025 eV spreads the ³F levels over 0.088 eV but moves the separation of the mean triplet energies by only 0.004 eV. At 450 K, $kT=0.039$ eV. In the free ion this is enough to populate several spin-orbit levels of ³F, whereas ³P lies about $39\,kT$ higher.

## Numbers as computed

```
Coefficients of F2 and F4 in J and K (pure numbers)
  pair ( 2, 1): J  -2.00   -4.00   K   6.00    5.00
  pair ( 2,-1): J  -2.00   -4.00   K   0.00   35.00
  pair ( 1, 0): J   2.00  -24.00   K   1.00   30.00
Input B = 0.100 eV, C = 0.400 eV
F2 = 0.15714 eV, F4 = 0.01143 eV
Slater F^2 = 7.700 eV, F^4 = 5.040 eV
E(3F) - A = -0.8000 eV
E(3P) - A = 0.7000 eV
E(1D) - A = 0.5000 eV
E(1G) - A = 1.2000 eV
E(1S) - A = 4.2000 eV
Gap E(3P) - E(3F) = 1.5000 eV
Gap as a wavelength = 826.6 nm
3F: mean P2 = -0.1633, mean P4 = -0.0204, mean cos^2 = 0.2245
3P: mean P2 = 0.1429, mean P4 = -0.1905, mean cos^2 = 0.4286
Gaussian d shell, exponent 1 bohr^-2, no multipole expansion
  F^2 = 0.427844 hartree, F^4 = 0.296200 hartree
  B from radial quadrature = 0.0053732 hartree
  15B = 0.0805985 hartree
  triplet gap from orbital integrals = 0.0805985 hartree
Octahedral field, input 10Dq = 2.20 eV (energies from A)
  lower 3T1 = -2.3721 eV, 3T2 = -0.3600 eV
  upper 3T1 = 0.9521 eV, 3A2 = 1.8400 eV
  spacing of the two 3T1 levels = 3.3242 eV
  3P weight in the ground level = 7.58 percent
  trace-rule combination = 1.5000 eV
Spin-orbit, input zeta = 0.025 eV
  spread of the 3F levels = 0.0883 eV
  gap between 3P and 3F mean energies = 1.5036 eV
L(L+1) correction, input alpha = 0.004 eV: gap = 1.4600 eV
Covalency, input factor on B = 0.70: gap = 1.0500 eV
kT at input temperature 450 K = 0.0388 eV
```
